\section*{Why random fields keep the Edwards–Anderson parameter nonzero above freezing}

\section{One dipole in a random field}

Take a dipole with two positions, $S=\pm1$, in a local field $h$ that never changes. Let $h$ and all other energies be divided by $k_B$, so that they are in kelvin. With $H=-hS$ the Boltzmann weights are $e^{\pm h/T}$, and
\begin{equation}
m=\langle S\rangle=\frac{e^{h/T}-e^{-h/T}}{e^{h/T}+e^{-h/T}}=\tanh\frac hT .
\end{equation}
The dipole flips back and forth, but it spends more time along $h$ than against it. Now take many such dipoles, with no interaction between them, and draw their fields from a Gaussian of zero mean and rms $\sigma>0$. The mean polarization vanishes because $\tanh$ is odd. The mean square does not:
\begin{equation}
q_0(T)=\left[\tanh^2\frac hT\right]>0 .
\label{q0}
\end{equation}
Square brackets denote the average over quenched disorder, and angle brackets the thermal average. The quantity $q=[\langle S\rangle^2]$ is the Edwards--Anderson parameter. Here it is positive at every finite temperature in a system that has no collective behaviour at all.

Two limits show its size. For $T\gg\sigma$, use $\tanh^2x\simeq x^2-\tfrac23x^4$ with $[h^2]=\sigma^2$ and $[h^4]=3\sigma^4$:
\begin{equation}
q_0\simeq\frac{\sigma^2}{T^2}-\frac{2\sigma^4}{T^4}.
\label{highT}
\end{equation}
The decay is a power law, with no temperature at which $q_0$ reaches zero. For $T\ll\sigma$, write $\tanh^2=1-\mathrm{sech}^2$. The function $\mathrm{sech}^2(h/T)$ is a narrow peak of area $2T$, and the Gaussian density at $h=0$ is $1/(\sqrt{2\pi}\,\sigma)$, so
\begin{equation}
q_0\simeq1-\sqrt{\frac2\pi}\,\frac T\sigma .
\end{equation}
The dipoles left unpolarized are those whose field is weaker than about $T$.

\section{Adding interactions cannot remove it}

Now let the dipoles interact:
\begin{equation}
H=-\sum_{i<j}J_{ij}S_iS_j-\sum_ih_iS_i .
\end{equation}
The bonds $J_{ij}$ may have any signs, strengths and range. The fields are Gaussian as before, independent of one another and of the bonds. Could the bonds cancel the polarization that the fields induce?

Single out site $i$ and sum the Boltzmann weight over all other spins. The result is $e^{h_i/T}W_+$ for $S_i=+1$ and $e^{-h_i/T}W_-$ for $S_i=-1$, where $W_\pm$ contain the bonds and the other fields but not $h_i$. Define $a_i=\tfrac12\ln(W_+/W_-)$ and divide numerator and denominator by $\sqrt{W_+W_-}$:
\begin{equation}
m_i=\frac{e^{h_i/T}W_+-e^{-h_i/T}W_-}{e^{h_i/T}W_++e^{-h_i/T}W_-}
=\tanh\!\left(\frac{h_i}T+a_i\right).
\label{site}
\end{equation}
All effects of the surroundings are in $a_i$, which is statistically independent of $h_i$.

Average first over $h_i$ at fixed $a_i=a$. Let $x=h_i/T$ have density $p(x)$, and let $f(y)=\tanh^2y$. Then
\begin{align}
g(a)&=\int p(x)f(x+a)\,dx,\\
g'(a)&=\int p(x)f'(x+a)\,dx=\int_{-\infty}^{\infty}p(y-a)f'(y)\,dy\\
&=\int_0^\infty f'(y)\,[\,p(y-a)-p(y+a)\,]\,dy .
\end{align}
The last line uses $f'(-y)=-f'(y)$ and $p(-x)=p(x)$. For $a,y>0$ we have $f'(y)>0$ and $|y-a|<y+a$. Since $p$ falls with distance from zero, the bracket is positive. Thus $g$ rises for $a>0$. It is even, so its minimum is at $a=0$, where $g(0)=q_0$. Averaging over $a_i$ gives
\begin{equation}
q(T)\ge q_0(T)>0 .
\label{bound}
\end{equation}
The bound does not contain the number of spins, so it survives the limit of an infinite system. A surrounding bias $a_i$ opposes $h_i$ as often as it supports it, and on average the squared polarization gains more than it loses.

Without fields the situation differs. Reversing all spins leaves $H$ unchanged, so $\langle S_i\rangle=0$ in any finite system. A nonzero $q$ then requires a spontaneous choice of state in an infinite system, and its appearance does signal collective order, either glassy freezing or an ordinary ordered phase such as a ferroelectric one. Random fields remove the symmetry on which that signal rests.

\subsection*{What the assumptions do}

The Gaussian shape matters for the value of the bound, but not for positivity. For fields $h=\pm2T$ with equal probability, $q_0=\tanh^22=0.93$, whereas a bias $a=2$ gives $g=\tfrac12\tanh^24=0.50$, because half the dipoles feel no net bias. For any field distribution with some spread, $f(x+a)$ vanishes at a single $x$, so $g(a)>0$. As $g$ is continuous and tends to 1 for large $|a|$, its minimum is positive.

Independence matters more. Take two spins with a bond $K=-600$ K and the same field $h$ on both. The aligned states have weights $e^{(K\pm2h)/T}$ and each opposed state has $e^{-K/T}$, so
\begin{equation}
m=\frac{\sinh(2h/T)}{\cosh(2h/T)+e^{-2K/T}} .
\end{equation}
At $T=90$ K and $\sigma=45$ K, numerical integration over $h$ gives $q=8\times10^{-12}$, far below $q_0=0.17$. The bond favours opposed spins and the equal fields cannot choose between the two opposed states. With independent fields the same pair has $q=0.27$.

\section{How much the bonds add}

To weigh the two contributions, take the infinite-range model: $N$ spins, with every pair joined by an independent Gaussian bond of zero mean and variance $J^2/N$. Add spin $i$ to a system of the others. Its weight contains the average of $e^{S_iu/T}$ over $u=\sum_jJ_{ij}S_j$. Above freezing the others are weakly correlated, so $u$ has a Gaussian thermal distribution with mean $\bar u=\sum_jJ_{ij}m_j$ and some variance $v$. Here $m_j$ is taken with spin $i$ absent. Then
\begin{equation}
\langle e^{S_iu/T}\rangle=e^{S_i\bar u/T+v/2T^2},
\end{equation}
because $S_i^2=1$. The term with $v$ is the same for both signs of $S_i$ and cancels, so $a_i=\bar u/T$. The $m_j$ do not depend on the new bonds. Over the disorder, $\bar u$ is therefore Gaussian with variance $J^2q$, and the total field $h_i+\bar u$ has variance
\begin{equation}
s=\sigma^2+J^2q .
\end{equation}
With $z$ a unit Gaussian variable, $q$ obeys
\begin{equation}
q=F(s,T)\equiv\left[\tanh^2\frac{\sqrt s\,z}{T}\right].
\label{mf}
\end{equation}

For $\sigma>0$ this has one root. At $q=0$ the right side is positive and at $q=1$ it is below 1, so a root exists. Next, divide by $s$. The ratio $F/s$ falls with $s$, because $\tanh y/y$ falls with $|y|$, while $q/(\sigma^2+J^2q)$ rises with $q$. They cross once.

For weak fields and $T>J$, $q$ is small and $F\simeq s/T^2$. Then $q\,T^2=\sigma^2+J^2q$, or
\begin{equation}
q\simeq\frac{\sigma^2}{T^2-J^2}=\frac{\sigma^2}{T^2}\,\frac1{1-J^2/T^2}.
\label{weak}
\end{equation}
The fields supply the first factor and the bonds the second. The bonds amplify a polarization that the fields have seeded; with $\sigma=0$ and $T>J$ there is nothing to amplify.

\section{A worked case: a deuteron glass}

In deuterated mixed crystals of rubidium and ammonium dihydrogen phosphate, a deuteron in an O--D$\cdots$O bond has two positions. Competing ferroelectric and antiferroelectric tendencies give bonds of both signs, and chemical substitution gives random fields. Rough, round parameters for this regime are $J=90$ K, $\sigma=45$ K, an effective moment of $0.015\,e\,$nm and a volume of $0.05$ nm$^3$ per deuteron.

The rms field energy is $3.88$ meV. Divided by the moment it is $0.259$ V/nm, or $2.6$ MV/cm. This is a field at one site, not a voltage applied across a sample. Full alignment would give $0.015/0.05=0.30\,e/\mathrm{nm}^2$, or $4.8\ \mu$C/cm$^2$. The frozen local polarization has rms value $P=4.8\sqrt q\ \mu$C/cm$^2$.

Solving (\ref{mf}) by numerical integration and root finding gives:
\begin{center}
\begin{tabular}{rcccc}
$T$ (K) & $q_0$ & $q$ & $P$ ($\mu$C/cm$^2$) & $\chi_{SG}$\\
300 & 0.0215 & 0.0235 & 0.74 & 1.04\\
200 & 0.046 & 0.055 & 1.13 & 1.10\\
120 & 0.112 & 0.165 & 1.95 & 1.24\\
90 & 0.174 & 0.285 & 2.56 & 1.38\\
60 & 0.293 & 0.486 & 3.35 & 2.6\\
51 & 0.35 & 0.56 & 3.60 & 18
\end{tabular}
\end{center}
The last column is derived in the next section. At 300 K, (\ref{highT}) gives $0.0225-0.0010=0.0215$ for $q_0$, and the bonds add only about 0.002. At 120 K the field-only value is $0.112/0.165=68\%$ of $q$. The remaining 32\% is due to the bonds, but it too would vanish without the fields, since 120 K lies above $J$. Nothing in the column for $q$ marks a special temperature.

\section{What freezing changes}

Equation (\ref{mf}) depends on the bonds through $s$ alone. At any chosen temperature above freezing one can therefore construct a twin: independent dipoles in Gaussian fields of variance $\sigma^2+J^2q$. The twin has the same $q$ and the same whole distribution of local polarization. Its field must be readjusted at each temperature, but at a single temperature no measurement of $q$ distinguishes the two.

The linear dielectric response does not help. Let $c_{ij}=\langle S_iS_j\rangle-\langle S_i\rangle\langle S_j\rangle$, so that $\partial m_i/\partial h_j=c_{ij}/T$. Reversing the sign of $S_j$, of $h_j$ and of all bonds at $j$ leaves the disorder distribution unchanged but reverses $c_{ij}$ for $i\ne j$. Hence $[c_{ij}]=0$ for $i\neq j$, and the response to a uniform field is
\begin{equation}
\chi=\frac{[c_{ii}]}T=\frac{1-q}T .
\end{equation}
In this model, whose bonds average to zero, a departure from the Curie law $1/T$ measures $q$ again, and is present at all finite temperatures. In a crystal a nonzero mean bond would also change the response.

Collective behaviour is in correlations whose signs are random, so they must be squared before averaging:
\begin{equation}
\chi_{SG}=\frac1N\sum_{ij}[c_{ij}^2].
\end{equation}
To find it, change each field by a small independent random amount $\varepsilon_i$ of zero mean and variance $e^2$. From $m_i=\tanh[(h_i+\bar u_i)/T]$,
\begin{equation}
\delta m_i=\frac{1-m_i^2}T\Big(\varepsilon_i+\sum_jJ_{ij}\,\delta m_j\Big),
\end{equation}
with $\delta m_j$ again taken in the absence of $i$. The sum is Gaussian with variance $J^2D$, where $D=[\delta m^2]$. Its covariance with $\bar u_i$ is $J^2N^{-1}\sum_jm_j\delta m_j$, which averages to zero because the $\varepsilon_j$ have random signs. The squared factors can then be averaged separately. With $A=[(1-m^2)^2]$,
\begin{equation}
D=\frac A{T^2}\,(e^2+J^2D)
\quad\Rightarrow\quad
D=\frac{e^2A/T^2}{1-J^2A/T^2}.
\end{equation}
Directly from the definition of the response, $D=e^2N^{-1}\sum_{ij}[c_{ij}^2]/T^2=e^2\chi_{SG}/T^2$. Therefore
\begin{equation}
\chi_{SG}=\frac A{1-J^2A/T^2}.
\label{sg}
\end{equation}
It diverges when $J^2A/T^2=1$, the de Almeida--Thouless condition. A disturbance passed on by the bonds then no longer dies out. For the twin $J=0$, and its susceptibility is just $A$.

For the worked case the condition gives $T_f=50.0$ K. There $q=0.569$, and the twin's rms field is $\sqrt{45^2+90^2\times0.569}=81$ K. The twin has $\chi_{SG}=0.31$, while the interacting system has $36$ at $0.5$ K above $T_f$ and $354$ at $0.05$ K above it. Ten times closer, the susceptibility is about ten times larger. These values are for $N\to\infty$. In a finite sample $\chi_{SG}$ stays finite, and close to $T_f$ it can differ markedly from (\ref{sg}), so a simulation there must compare several sizes.

\subsection*{Why $q$ gives no warning}

Differentiate (\ref{mf}) with respect to $T$, remembering that $s$ contains $q$:
\begin{equation}
\frac{dq}{dT}=\frac{\partial F/\partial T}{1-J^2\,\partial F/\partial s}.
\label{slope}
\end{equation}
For a Gaussian variable of variance $s$, the derivative of an average with respect to $s$ is half the average of the second derivative. With $t=\tanh(x/T)$, the second derivative of $t^2$ is $2(1-t^2)(1-3t^2)/T^2$. Writing $1-3t^2=(1-t^2)-2t^2$ gives
\begin{equation}
J^2\frac{\partial F}{\partial s}=\frac{J^2A}{T^2}-\frac{2J^2}{T^2}[m^2(1-m^2)] .
\end{equation}
At $T_f$ the first term is 1, so the denominator of (\ref{slope}) equals $2J^2[m^2(1-m^2)]/T_f^2$. This is positive as long as the dipoles are partly polarized, which the random fields ensure. The slope stays finite as $T_f$ is approached from above. Below $T_f$ there are many frozen states and (\ref{mf}) no longer describes them. The value of $q$ within one such state then rises more steeply on cooling, but this is a change of slope, not a divergence.

The numbers follow from $A=1-2q+[m^4]$, which gives $[m^4]=0.309-1+1.138=0.447$ and $[m^2(1-m^2)]=0.569-0.447=0.122$. The denominator is $2\times3.24\times0.122=0.79$, far from zero. The slope just above $T_f$, from finite differences of the solution, is $-0.0085$ per kelvin. Over the last half kelvin $q$ changes by about 0.004, while $\chi_{SG}$ grows without limit.

The random fields thus separate two conditions. When $\sigma\to0$ above $J$, $m\to0$ and $A\to1$, and (\ref{weak}) becomes $q=\sigma^2\chi_{SG}/T^2$. In that limit the growth of $q$ per unit $\sigma^2$ does reveal the approach to freezing. A single value of $q$ is not enough. Values at two temperatures are, if the infinite-range model with constant $J$ and $\sigma$ is assumed: inverting $F$ gives $s$ at each temperature, and $s=\sigma^2+J^2q$ is linear in $q$. The table entries at 120 and 60 K return $J=89.9$ K, $\sigma=45.0$ K and $T_f=49.9$ K. This is an inference through the model, not a feature of $q(T)$ at $T_f$.

\subsection*{Measuring the difference in a simulation}

Four copies of one sample, with the same bonds and fields but independent thermal motion, give $\chi_{SG}$ directly. Let $Y=N^{-1}\sum_i(S_i^1-S_i^2)(S_i^3-S_i^4)$. Since $\langle(S_i^1-S_i^2)(S_j^1-S_j^2)\rangle=2c_{ij}$, we have $\langle Y^2\rangle=4N^{-2}\sum_{ij}c_{ij}^2$, so $\chi_{SG}=N[\langle Y^2\rangle]/4$. Heat-bath Monte Carlo at 120 K, with 60 samples of 128 spins, gives $q=0.162\pm0.004$ and $\chi_{SG}=1.23\pm0.02$ (standard errors over samples). The infinite-range formulas give 0.165 and 1.24. The twin shares the value of $q$, but has $\chi_{SG}=0.73$.

\section{How far the model carries over}

The bound (\ref{bound}) holds for any range of interaction. The value of $T_f$ does not. In the crystal each deuteron bond joins two phosphate groups, each with three other such bonds, so it has six near neighbours. Consider a random graph with six neighbours per site, no short loops, and Gaussian bonds of variance $J^2/6$, at the same $J$ and $\sigma$. A neighbour with field $h_k$ then transmits the field $T\,\mathrm{artanh}[\tanh(J_k/T)\tanh(h_k/T)]$. Iterating a population of 20\,000 such fields, and finding where a small random disturbance stops decaying, gives freezing near 22 K instead of 50 K. At 120 K, $q$ falls only from 0.165 to 0.155. The freezing temperature is thus much more sensitive to the number of neighbours than $q$ at 120 K is. The real lattice also has short loops, and whether a sharp transition in random fields survives in three dimensions is not settled by these calculations.

Deuterons can also tunnel. With a rough tunnelling energy $\Omega=10$ K, the one-site Hamiltonian $-hS^z-\Omega S^x$, with Pauli matrices, has levels $\mp\sqrt{h^2+\Omega^2}$, and
\begin{equation}
m=\frac h{\sqrt{h^2+\Omega^2}}\tanh\frac{\sqrt{h^2+\Omega^2}}T .
\end{equation}
With the distribution of local fields held fixed, this lowers $q$ by 0.4\% at 120 K and by about 1\% at 50 K.

A less controlled assumption is that fields and bonds are independent, since the same substituted ions can produce both. The pair with equal fields shows that correlations can defeat the numerical bound; their size in the crystal is not estimated here. In perovskite relaxors the local polarization is a vector of variable length, so the Ising proof does not apply as it stands.

Within the model, a measured $q>0$ establishes that local polarization persists in time. A single value cannot be attributed to collective behaviour; for that one needs something the twin does not share. One such quantity is $\chi_{SG}$, the response to a random pattern of fields rather than to a uniform one, which diverges at freezing. Another is the temperature dependence of $q$: a twin whose field is fixed at 120 K has $q=0.38$ at 60 K instead of 0.49. That dependence measures the bonds only through a fit to an assumed model.
